# Simultaneous and sequential updates of two coupled probabilistic bits

**Question**

I am designing a small network of probabilistic bits (p-bits), each built around a magnetic tunnel junction whose free layer flips at random. Bit \(i\) has the value \(m_i=\pm1\). When it is updated it receives a drive \(I_i\) from the other bits and takes the value \(+1\) with probability \((1+\tanh I_i)/2\). The network should sample a Boltzmann distribution.

My plan is to update every bit on every clock edge. Each bit then uses the correct conditional probability given its neighbours, so I would expect the same distribution as from updating one bit at a time, only reached faster. Is that right? If not, what is the smallest case that shows the failure, and what happens in hardware without a clock, where signals need time to travel?

**Answer**

It is not right in general, and two bits are enough to show it. A conditional probability is correct for a neighbour that stays where it is. If the neighbour is redrawn at the same moment, the new pair consists of two values that never responded to each other.

**The target and the single-bit update**

Let \(K\) be the coupling and \(b_i\) the biases, all given as drive voltage divided by the voltage scale of the tanh curve. The drives are \(I_1=b_1+Km_2\) and \(I_2=b_2+Km_1\), with the same \(K\) in both directions. The intended distribution is

\[
\pi(m_1,m_2)=\frac{1}{Z}\,e^{\,b_1m_1+b_2m_2+Km_1m_2}.
\]

For fixed \(m_2\), the factors containing \(m_1\) combine to \(e^{m_1I_1}\). Normalizing over \(m_1=\pm1\) gives

\[
\pi(m_1|m_2)=\frac{e^{m_1I_1}}{2\cosh I_1}=\frac{1+m_1\tanh I_1}{2},
\]

which is the p-bit rule. Now redraw bit 1 alone, starting from \(\pi\). The new distribution is

\[
\sum_{m_1}\pi(m_1,m_2)\,\pi(m_1'|m_2)=f_2(m_2)\,\pi(m_1'|m_2)=\pi(m_1',m_2),
\]

where \(f_2(m_2)=\sum_{m_1}\pi(m_1,m_2)\) is the marginal of bit 2. So \(\pi\) is unchanged, and the same holds for redrawing bit 2. A sweep that redraws bit 1 and then bit 2, using the new \(m_1\), therefore preserves \(\pi\) as well. This is sequential Gibbs sampling. At finite \(K\) and \(b_i\) a sweep can reach each of the four states from any other, so \(\pi\) is its unique stationary distribution and the sweeps converge to it.

**The counterexample**

Set \(b_1=b_2=0\) and write \(T=\tanh K\). Since \(\tanh(\pm K)=\pm T\), the mean of a redrawn bit is \(T\) times its neighbour's value. In the target, redrawing bit 1 gives \(\langle m_1m_2\rangle=\langle Tm_2\,m_2\rangle=T\), because \(m_2^2=1\).

In a simultaneous tick both bits are drawn independently from the old state, so the mean of the new product is the product of the two means:

\[
\langle m_1'm_2'\rangle=\langle (Tm_2)(Tm_1)\rangle=T^2\langle m_1m_2\rangle .
\]

Even if the pair starts in the correct distribution, its correlation becomes \(T^3\) after one tick and \(T^5\) after two. For finite \(K\), \(T^2<1\), and the only stationary value is zero. The means obey \(\langle m_1'\rangle=T\langle m_2\rangle\) and \(\langle m_2'\rangle=T\langle m_1\rangle\), so they also vanish in the stationary state. Any distribution of two such bits can be written as

\[
p(m_1,m_2)=\tfrac14\left[1+m_1\langle m_1\rangle+m_2\langle m_2\rangle+m_1m_2\langle m_1m_2\rangle\right],
\]

so simultaneous updating ends with probability \(1/4\) for each state, whatever the finite coupling.

Take a coupling drive of 50 mV and a voltage scale of 50 mV. Then \(K=1\) and \(T=0.7616\). The target gives each aligned state \((1+0.7616)/4=0.4404\) and each opposed state \((1-0.7616)/4=0.0596\). Sequential updating reproduces these values; simultaneous updating gives 0.25 four times. Starting from the target, the correlation runs through 0.7616, 0.4417, 0.2562 and 0.1486 in the first three ticks. The total variation distance between the two stationary distributions, half the sum of the absolute differences, is \(\tfrac12\cdot4\cdot T/4=T/2=0.3808\).

Strong coupling makes the failure slow to appear. For large \(K\), \(T\approx1-2e^{-2K}\), so \(T^2\approx1-4e^{-2K}\) and the correlation survives for about \(e^{2K}/4\) ticks. A short run started in an aligned state can thus look correct. A run started in \((+,-)\) mostly swaps back and forth with \((-,+)\), as each bit copies the other's old value.

**With biases: right means, no covariance**

Let \(f_1\) and \(f_2\) be the marginals of \(\pi\), and suppose that the bits are independent with these marginals. After one simultaneous tick,

\[
\begin{aligned}
p'(m_1',m_2')&=\sum_{m_1,m_2}f_1(m_1)f_2(m_2)\,\pi(m_1'|m_2)\,\pi(m_2'|m_1)\\
&=\Big[\sum_{m_2}f_2(m_2)\pi(m_1'|m_2)\Big]\Big[\sum_{m_1}f_1(m_1)\pi(m_2'|m_1)\Big]\\
&=f_1(m_1')f_2(m_2').
\end{aligned}
\]

The product \(f_1f_2\) is stationary. It is also unique, since at finite drives every state can follow every other in one tick. At any one time, each bit taken alone has the correct distribution, while the covariance is gone. The covariance in the target is

\[
4\,[\pi_{++}\pi_{--}-\pi_{+-}\pi_{-+}]=\frac{4(e^{2K}-e^{-2K})}{Z^2}=\frac{8\sinh2K}{Z^2},
\]

because the biases cancel in both products. It vanishes only at \(K=0\), so for two bits simultaneous updating is correct only without coupling.

With biases of 20 and \(-10\) mV, \(b_1=0.40\) and \(b_2=-0.20\). In the order \(++,+-,-+,--\) the target is 0.5173, 0.1044, 0.0315, 0.3468. Hence bit 1 is up with probability \(0.5173+0.1044=0.6217\), and bit 2 with \(0.5173+0.0315=0.5488\). Their product, 0.3412, is the simultaneous probability of \(++\). Both schemes have means 0.2435 and 0.0976, but the covariance is 0.7044 for sequential and zero for simultaneous updating. Checking only the average of each bit would not reveal the fault.

**Where the correlation went**

Under simultaneous updating \(m_1(t+1)\) is drawn from \(m_2(t)\), which was drawn from \(m_1(t-1)\). The history splits into two chains,

\[
m_1(0)\to m_2(1)\to m_1(2)\to\cdots,\qquad m_2(0)\to m_1(1)\to m_2(2)\to\cdots,
\]

and each is a sequential Gibbs chain. The two bits read at one time belong to different chains, which share no random draws and forget any initial connection. The correlation is still present between successive times: in the stationary state the pair \((m_1(t+1),m_2(t))\) has the distribution \(\pi(m_1|m_2)f_2(m_2)=\pi(m_1,m_2)\). For two bits, the intended samples can be recovered by pairing readings one tick apart.

This also answers the question of speed. Since \(m_2\) has two values, \(\tanh(b_1+Km_2)\) is linear in it, with slope

\[
A_1=\tfrac12[\tanh(b_1+K)-\tanh(b_1-K)],
\]

and likewise for \(A_2\). In a simultaneous tick, deviations of the means from their stationary values obey \(\delta_1'=A_1\delta_2\) and \(\delta_2'=A_2\delta_1\), with decay factors \(\pm\sqrt{A_1A_2}\). The mean product of the two deviations, \(\langle(m_1-\mu_1)(m_2-\mu_2)\rangle\) with \(\mu_i\) the stationary means, has the smaller factor \(A_1A_2\). In a sequential sweep \(\delta_1'=A_1\delta_2\) and then \(\delta_2'=A_2\delta_1'=A_1A_2\delta_2\), but the sweep takes two ticks. For the biased pair \(A_1=0.7112\) and \(A_2=0.7488\), which gives 0.7298 per simultaneous tick and \(0.5326=0.7298^2\) per two-tick sweep. The slowest relaxation per tick is the same. The additional draws maintain a second chain; they do not speed up the first. They are not wasted, though: over a long run, two independent chains halve the variance of the estimated mean of a bit for the same number of ticks.

**More than two bits**

For \(N\) bits with \(I_i=b_i+\sum_jK_{ij}m_j\), \(K_{ij}=K_{ji}\) and \(K_{ii}=0\), the simultaneous transition probability is \(\prod_i e^{m_i'I_i(m)}/[2\cosh I_i(m)]\). Multiply it by the trial weight \(w(m)=e^{\sum_ib_im_i}\prod_i2\cosh I_i(m)\). The cosh factors cancel, leaving

\[
w(m)P(m\to m')=\exp\Big[\sum_ib_i(m_i+m_i')+\sum_{ij}m_i'K_{ij}m_j\Big].
\]

For symmetric \(K_{ij}\) this is unchanged when \(m\) and \(m'\) are exchanged. That is detailed balance, so the normalized \(w\) is the stationary distribution. It generally differs from the Boltzmann form, and beyond two bits the means can be wrong too. In a triangle with all couplings 0.5 and all biases 0.2, the mean of a bit is 0.4150 in the target and 0.4750 under simultaneous updating, about 14% too high relative to the target.

Some parallelism is safe. If the bits in a group have no couplings among themselves, their joint conditional distribution, given all other bits, is a product of single-bit rules. Redrawing the group at once is then the same as redrawing its members one after another. In an open chain 1–2–3 one may update bits 1 and 3 together, then bit 2. A larger network can be divided into such groups, which take turns.

**A clock tick that does not fully refresh the bits**

A real bit needs time to forget its old value. Suppose its inputs are held during a tick and refresh events occur at random with mean interval \(\tau\). In a clock period \(t_c\) it is redrawn with probability \(p=1-e^{-t_c/\tau}\); otherwise it keeps its value. For the unbiased pair under simultaneous clocking there are three cases. Both bits are redrawn with probability \(p^2\), giving a mean product \(T^2C\). One is redrawn with probability \(2p(1-p)\), giving \(T\). Neither is redrawn with probability \((1-p)^2\), giving \(C\). Stationarity requires

\[
C=p^2T^2C+2p(1-p)T+(1-p)^2C .
\]

Collecting \(C\) gives the factor \(1-(1-p)^2-p^2T^2=p\,[2-p(1+T^2)]\), so for \(p>0\)

\[
C=\frac{2(1-p)T}{2-p(1+T^2)} .
\]

This tends to the correct \(T\) for \(p\to0\), where double redraws become rare, and to zero for \(p=1\). With \(\tau=51.9\) ns (obtained below) and \(t_c=250\) ns, \(p=0.9919\) and \(C=0.0284\). This uses the zero-drive refresh time; with the activated rates discussed below, \(\tau\) becomes \(\tau/\cosh K\) and \(C\) drops to 0.0021. Leftover memory hardly rescues the correlation at this clock period. In sequential updating, a redraw that sometimes fails and leaves the bit unchanged still preserves \(\pi\); it merely slows the sampling.

**No clock, but a signal delay**

Now let the two unbiased bits refresh at independent random times, each with mean interval \(\tau\), and let each see the other as it was a time \(d\) earlier. Coincident refreshes have probability zero, but a bit may act on outdated information. Define \(A(s)=\langle m_1(t)m_1(t+s)\rangle\), which is the same for bit 2, and \(C(s)=\langle m_1(t)m_2(t+s)\rangle\). Stationarity and the symmetry between the bits make both even in \(s\). A refresh replaces a bit by \(T\) times its neighbour's delayed value on average, so for \(s>0\)

\[
\tau A'(s)=-A(s)+TC(s-d),\qquad \tau C'(s)=-C(s)+TA(s-d).
\]

For \(0<s<d\), evenness turns the argument \(s-d\) into \(d-s\). The sum \(S=A+C\) then satisfies

\[
\tau S'(s)=-S(s)+T\,S(d-s),
\]

and the difference \(D=A-C\) satisfies the same equation with \(T\to-T\). Measure time from the midpoint, \(u=s-d/2\), and split \(S\) into even and odd parts, \(S=E(u)+O(u)\), so that \(S(d-s)=E-O\). Matching parities gives

\[
\tau O'=-(1-T)E,\qquad \tau E'=-(1+T)O .
\]

Hence \(E''=\kappa^2E\) with \(\kappa=\sqrt{1-T^2}/\tau=\operatorname{sech}K/\tau\). The solution is \(E=a\cosh\kappa u\), \(O=-ag\sinh\kappa u\), where \(g=\sqrt{(1-T)/(1+T)}=e^{-K}\). With \(w=\tanh(\kappa d/2)\), the end values have the ratios

\[
\rho_+=\frac{S(d)}{S(0)}=\frac{1-gw}{1+gw},\qquad
\rho_-=\frac{D(d)}{D(0)}=\frac{g-w}{g+w},
\]

the second because \(T\to-T\) turns \(g\) into \(1/g\).

A condition at equal times is still needed. A refresh of either bit replaces the equal-time product by \(TA(d)\) on average, so stationarity gives \(C=TA(d)\), where \(C\) now means \(C(0)\). Since \(A(0)=1\), we have \(S(0)=1+C\), \(D(0)=1-C\) and \(A(d)=\tfrac12[\rho_+(1+C)+\rho_-(1-C)]\). Solving for \(C\),

\[
C=\frac{T(\rho_++\rho_-)}{2-T(\rho_+-\rho_-)} .
\]

Let \(q=(1+gw)(g+w)=g(1+w^2)+w(1+g^2)\). Over this common denominator, \(\rho_++\rho_-=2g(1-w^2)/q\) and \(\rho_+-\rho_-=2w(1-g^2)/q\). With \(T=(1-g^2)/(1+g^2)\) and \(2g/(1+g^2)=\operatorname{sech}K\),

\[
\begin{aligned}
q-Tw(1-g^2)&=g(1+w^2)+w\,\frac{(1+g^2)^2-(1-g^2)^2}{1+g^2}\\
&=g\,[1+w^2+2w\operatorname{sech}K].
\end{aligned}
\]

Therefore \(C=T(1-w^2)/[1+w^2+2w\operatorname{sech}K]\). Dividing by \(1-w^2\) and using the double-argument formulas for \(\cosh\) and \(\sinh\),

\[
C=\frac{\tanh K}{\cosh\kappa d+\operatorname{sech}K\,\sinh\kappa d}.
\]

For short delays \(C\approx T(1-\operatorname{sech}^2K\;d/\tau)\); for long delays the correlation vanishes. A free-running pair of this kind is thus close to Gibbs sampling when the delay is short compared with the refresh time. This assumes that a bit changes only at its own random refresh. It does not carry over to a bit whose output is a fast threshold of the drive against slowly renewed junction noise and so follows an input change at once. In an idealized pair of that type, a bit copies its neighbour unless its noise exceeds the drive, which has probability \(1-T\), and the correlation is \(1-(1-T)^2=0.943\) at \(K=1\) even for vanishing delay. At \(K=1\) and \(d=\tau\), the formula gives 0.4567 and a direct simulation of the random refreshes 0.461, against a target of 0.7616.

**Numbers for a junction-like device**

For thermally activated flips the dwell time at zero drive is \(t_0e^{\Delta/k_BT_{\rm abs}}\). A flip rate of \(1/(2\tau)\) makes this equal to \(2\tau\). A barrier \(\Delta=120\) meV and an attempt time \(t_0=1\) ns give \(\tau=51.9\) ns at 300 K. A delay of 5 ns is then \(0.0964\,\tau\), and the correlation is 0.7306, about 4% below the target.

A drive also shortens the refresh time of an activated bit, although flips out of the favoured state become rarer. With rates \(e^{-m_iI_i}/(2\tau)\), the upward and downward rates add up to \(\cosh I_i/\tau\), and the upward share is \((1+\tanh I_i)/2\). This is the p-bit rule with refresh time \(\tau/\cosh I_i\). In the unbiased pair \(|I_i|=K\) at all times, so the delay formula holds with \(\tau\) replaced by \(\tau/\cosh K\). It gives 0.7136, about 6% below the target; simulation of the flips gives 0.714.

These are round values in the rough range of low-barrier magnetic tunnel junctions, whose dwell times run from nanoseconds to milliseconds depending on the barrier. Here the barrier is less than five times the thermal energy, so the activated-rate law is only a rough guide, both for \(\tau\) and for the factor \(\cosh I_i\) by which a drive speeds up the refresh; in a real junction that speed-up can be weaker. Real devices also differ from one another and drift with temperature. For this pair:

- An offset of 5 mV on both bits shifts their means from zero to 0.1743, while \(\langle m_1m_2\rangle\) only changes to 0.7657. Among these room-temperature imperfections, this is the one that shows in the means.
- If one bit has a 10% larger voltage scale, the couplings are no longer symmetric. Suppose there is no delay and both bits refresh equally often, at a rate independent of the drive. Each refresh then replaces \(m_1m_2\), on average, by the \(\tanh K\) of the refreshed bit, so the correlation is the average of the two values, 0.7411, about 3% below the target.
- At 360 K, with barrier, attempt time and tilt energy per volt held fixed, \(K\) falls to 0.8333 and the no-delay correlation to 0.6823. The refresh time drops to 23.9 ns, so the same 5 ns delay matters more: with activated rates the correlation is 0.5803, about 15% below the no-delay value at that temperature.

For your clocked design, with symmetric couplings and correct tanh curves, update one bit, or one group of mutually uncoupled bits, per tick. Hold the others, and let the new values reach all neighbours before the next group is drawn. If a junction keeps flipping while its output is held, it still remembers earlier inputs; then also wait several refresh times after the new values arrive before reading the next group. Without a clock, a bit with \(n\) neighbours misses on average \(nd/\tau\) of their refreshes during a delay \(d\), if \(\tau\) does not depend on the drive. When this number is well below one, most refreshes use current values. For a safe estimate, take the shortest refresh time over the whole range of temperatures and drives. This rule protects averages, not the weights of rare states: in a triangle with all couplings \(-2\) and \(nd/\tau=0.1\), the two fully aligned states together have probability near 0.008 instead of 0.0001. If the drive is the sum of many weak couplings, each missed refresh changes it only slightly, but missed refreshes can add up in the same direction. For 41 unbiased bits with all couplings \(-0.1\), the mean square of the summed bits is right at \(nd/\tau=0.1\) and about 24% too large at \(nd/\tau=2\). A larger number should therefore be accepted only after checking the network at hand. The remaining values for both pairs are in the numerical output.

## Numbers as computed

```
voltage scale, coupling drive: 50, 50 mV
coupling K = 1.000, tanh K = 0.7616
state order: ++  +-  -+  --
UNBIASED PAIR
Boltzmann probabilities   : 0.4404  0.0596  0.0596  0.4404
sequential stationary law : 0.4404  0.0596  0.0596  0.4404
simultaneous stationary   : 0.2500  0.2500  0.2500  0.2500
correlation after 0,1,2,3 simultaneous ticks: 0.7616  0.4417  0.2562  0.1486
total variation distance from Boltzmann: 0.3808
BIASED PAIR, biases 20 and -10 mV
b1 = 0.40, b2 = -0.20
Boltzmann probabilities   : 0.5173  0.1044  0.0315  0.3468
sequential stationary law : 0.5173  0.1044  0.0315  0.3468
simultaneous stationary   : 0.3412  0.2806  0.2076  0.1707
mean m1, mean m2, covariance, sequential  : 0.2435  0.0976  0.7044
mean m1, mean m2, covariance, simultaneous: 0.2435  0.0976  0.0000
A1, A2: 0.7112, 0.7488
slowest decay factor, one simultaneous tick: 0.7298
slowest decay factor, one two-tick sweep: 0.5326
THREE-BIT TRIANGLE, K = 0.5, every b = 0.2
mean of a bit, Boltzmann: 0.4150
mean of a bit, simultaneous: 0.4750
DEVICE ESTIMATES, unbiased pair unless stated
barrier 120 meV, attempt time 1 ns
refresh time at 300 K: 51.9 ns
refresh time at 360 K: 23.9 ns
clock period 250 ns, refresh probability 0.9919
simultaneous correlation with leftover memory: 0.0284
signal delay 5 ns, delay/refresh time 0.0964
free-running correlation with delay, formula: 0.7306
  same, simulation: 0.731
with activated flip rates, formula: 0.7136
  same, simulation: 0.714
delay equal to refresh time, formula: 0.4567
  same, simulation: 0.461
at 360 K: K = 0.8333, no-delay correlation 0.6823
at 360 K with delay and activated rates: 0.5803
offset 5 mV on both bits: mean of a bit 0.1743
  same, raw correlation <m1 m2>: 0.7657
voltage scale of one bit 10% larger, no-delay correlation: 0.7411
```
